# Hybridisation gap of helical edges in a narrow HgTe strip: verification in Python

```python
"""Finite-size gap of helical edge states in a strip of an inverted HgTe well.

Model (one spin block, hard walls at y = -L/2 and y = +L/2):
    H = -D k^2 + (M - B k^2) sz + A (kx sx - ky sy)
Result under test, for a wide strip:
    gap(L) = 4|M| (1 - D^2/B^2) (l1 + l2)/(l1 - l2) exp(-l2 L)
    l1 + l2 = A/sqrt(B^2 - D^2),  l1 l2 = M/B,  l1 > l2 (decay constants)
The width sought is the one with gap(L) = kB * 1 K.
Units: nm and meV.  A: meV nm, B and D: meV nm^2, M: meV.
The independent road is diagonalization in a polynomial basis.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, solve_triangular
from scipy.optimize import brentq, minimize_scalar

A, B, D, M = 364.5, -686.0, -512.0, -10.0
TEMPERATURE = 1.0
KT = const.k * TEMPERATURE / const.e * 1e3
BIA = 1.6            # rough strength of bulk inversion asymmetry, meV

SX = np.array([[0, 1], [1, 0]], dtype=float)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0])
I2 = np.eye(2)


# ---------- derived formulas ----------
def edge_constants(m=M, d=D):
    """Decay constants, crossing energy and gap prefactor of a wide strip."""
    total = A / np.sqrt(B**2 - d**2)
    diff = np.sqrt(total**2 - 4 * m / B)
    prefactor = 4 * abs(m) * (1 - d**2 / B**2) * total / diff
    return (total + diff) / 2, (total - diff) / 2, -m * d / B, prefactor


def gap_formula(width, m=M, d=D):
    _, l2, _, prefactor = edge_constants(m, d)
    return prefactor * np.exp(-l2 * width)


def levels_condition(width, m=M, d=D):
    """Two edge levels at kx = 0 from the full quantization condition."""
    bp, bm = B + d, B - d

    def mismatch(energy, parity):
        f = (A**2 - 2 * (m * B + energy * d)) / (2 * bp * bm)
        product = (m**2 - energy**2) / (bp * bm)
        q1 = f + np.sqrt(f**2 - product)
        lam = np.sqrt(np.array([q1, product / q1]))
        g = (m - energy + bp * lam**2) / lam
        t = np.tanh(lam * width / 2) ** parity
        return g[0] * t[0] - g[1] * t[1]

    e0 = -m * d / B
    span = 0.9 * (abs(m) - abs(e0))
    roots = [brentq(mismatch, e0 - span, e0 + span, args=(p,),
                    xtol=1e-13, rtol=1e-14) for p in (1, -1)]
    return min(roots), max(roots)


def gap_condition(width, m=M, d=D):
    low, high = levels_condition(width, m, d)
    return high - low


def width_for_gap(target, m=M, d=D):
    _, l2, _, prefactor = edge_constants(m, d)
    guess = np.log(prefactor / target) / l2
    return brentq(lambda w: np.log(gap_condition(w, m, d) / target),
                  0.8 * guess, 1.3 * guess, xtol=1e-8)


# ---------- direct diagonalization ----------
def wall_basis(n):
    """<d phi|d phi> and <phi|d phi> on (-1,1), orthonormal, zero at walls."""
    x, w = legendre.leggauss(n + 4)
    p = legendre.legvander(x, n + 1)
    idx = np.arange(n)
    norm = 1 / np.sqrt(4 * idx + 6)
    phi = (p[:, :n] - p[:, 2:n + 2]) * norm
    dphi = -(2 * idx + 3) * p[:, 1:n + 1] * norm
    chol = np.linalg.cholesky(phi.T @ (w[:, None] * phi))

    def orthonormal(matrix):
        half = solve_triangular(chol, matrix, lower=True)
        return solve_triangular(chol, half.T, lower=True).T

    kin = orthonormal(dphi.T @ (w[:, None] * dphi))
    der = orthonormal(phi.T @ (w[:, None] * dphi))
    return (kin + kin.T) / 2, (der - der.T) / 2


BASIS = {n: wall_basis(n) for n in (48, 80)}


def strip_block(width, kx, n=80, spin=1):
    """Hamiltonian matrix of one spin block in the strip."""
    kin, der = BASIS[n]
    one = np.eye(n)
    k2 = kin * (2 / width)**2 + kx**2 * one
    isy = np.array([[0.0, 1.0], [-1.0, 0.0]])
    return (np.kron(I2, -D * k2) + np.kron(SZ, M * one - B * k2)
            + A * spin * kx * np.kron(SX, one)
            + A * np.kron(isy, der * 2 / width))


def block_levels(width, kx, n=80):
    e = np.linalg.eigvalsh(strip_block(width, kx, n))
    return e[n - 1], e[n], e[n + 1]


def coupled_levels(width, kx, strength, rotated, n=48):
    """All levels with both spin blocks coupled by inversion asymmetry."""
    zero = np.zeros((2 * n, 2 * n))
    h = np.block([[strip_block(width, kx, n, 1), zero],
                  [zero, strip_block(width, kx, n, -1)]])
    if rotated:
        coupling = np.kron(SX, SY)
    else:
        coupling = np.kron(SY, SY).real
    return np.linalg.eigvalsh(h + strength * np.kron(coupling, np.eye(n)))


def coupled_gap(width, strength, rotated, n=48):
    """Lowest upper level minus highest lower level over all kx >= 0."""
    grid = np.linspace(0, 0.015, 31)
    step = grid[1]
    bands = np.array([coupled_levels(width, k, strength, rotated)
                      [2 * n - 1:2 * n + 1] for k in grid])
    best = []
    for column, sign in ((2 * n - 1, -1), (2 * n, 1)):
        values = sign * bands[:, column - 2 * n + 1]
        k0 = grid[np.argmin(values)]
        fit = minimize_scalar(
            lambda k: sign * coupled_levels(width, k, strength,
                                            rotated)[column],
            bounds=(max(0, k0 - step), k0 + step), method="bounded",
            options={"xatol": 1e-6})
        if fit.fun < values.min():
            best.append((fit.fun, fit.x))
        else:
            best.append((values.min(), k0))
    return best[1][0] + best[0][0], best[1][1]


# ---------- width and its tests ----------
l1, l2, e_cross, prefactor = edge_constants()
velocity = A * np.sqrt(1 - D**2 / B**2)
width_closed = np.log(prefactor / KT) / l2
width = width_for_gap(KT)

low, high, next_level = block_levels(width, 0.0)
gap_direct = high - low
assert abs(gap_direct / KT - 1) < 1e-4
assert abs((high + low) / 2 - e_cross) < 5e-3
assert abs(width_closed / width - 1) < 5e-3
assert abs(gap_formula(500.0) / gap_condition(500.0) - 1) < 2e-3

table = []
for w in (200.0, 250.0, 300.0, 400.0):
    a, b, _ = block_levels(w, 0.0)
    table.append((w, b - a, gap_condition(w), gap_formula(w)))
    assert abs((b - a) / gap_condition(w) - 1) < 1e-3
assert all(table[i][1] > table[i + 1][1] for i in range(3))

# the gap of one block sits at kx = 0; near it the bands are hyperbolas
scan = np.array([block_levels(width, k)[:2]
                 for k in np.linspace(0, 0.02, 21)])
assert np.argmax(scan[:, 0]) == 0 and np.argmin(scan[:, 1]) == 0
k_test = 0.002
a, b, _ = block_levels(width, k_test)
half_split = (b - a) / 2
half_formula = np.hypot(velocity * k_test, KT / 2)
assert abs(half_split / half_formula - 1) < 1e-2
a, b, _ = block_levels(width, -k_test)
assert abs((b - a) / 2 - half_split) < 1e-6

# bulk band edges, searched over k
k = np.linspace(0, 1.0, 20001)
root = np.sqrt((A * k)**2 + (M - B * k**2)**2)
bulk_low, bulk_high = np.max(-D * k**2 - root), np.min(-D * k**2 + root)
assert bulk_low < e_cross < bulk_high

# ---------- transport across the gap ----------
def thermal_fraction(ratio):
    """Conductance / (2e^2/h), midgap Fermi level, ratio = gap/kT."""
    return 2 / (np.exp(ratio / 2) + 1)


tail = quad(lambda u: 0.25 / np.cosh(u / 2)**2, 0.5, 60)[0]
assert abs(2 * tail - thermal_fraction(1.0)) < 1e-8
ratio_tenth = brentq(lambda r: thermal_fraction(r) - 0.1, 1, 20)
width_tenth = width_for_gap(ratio_tenth * KT)

length = 1000.0
transmission = 1 / np.cosh(KT * length / (2 * velocity))**2
generator = -1j / velocity * SZ @ (KT / 2 * SX)
transfer = expm(generator * length)
assert abs(1 / abs(transfer[1, 1])**2 - transmission) < 1e-10

# ---------- inversion asymmetry ----------
gap_uncoupled, _ = coupled_gap(width, 0.0, False)
assert abs(gap_uncoupled / KT - 1) < 1e-2
for rotated in (False, True):
    e = coupled_levels(width, 0.0, BIA, rotated)
    assert abs(e[95] - e[94]) < 1e-6 and abs(e[97] - e[96]) < 1e-6
bia_rows = []
for factor in (0.75, 1.0, 1.25):
    w = factor * width
    bia_rows.append((w, gap_condition(w), coupled_gap(w, BIA, False),
                     coupled_gap(w, BIA, True)))

# ---------- output ----------
print(f"A = {A} meV nm, M = {M} meV")
print(f"B = {B} meV nm^2, D = {D} meV nm^2")
print(f"thermal energy kB*T at {TEMPERATURE} K = {KT:.5f} meV")
print(f"decay constant l1 = {l1:.4f} 1/nm, 1/l1 = {1/l1:.2f} nm")
print(f"decay constant l2 = {l2:.5f} 1/nm, 1/l2 = {1/l2:.1f} nm")
print(f"crossing energy = {e_cross:.3f} meV")
print(f"gap prefactor = {prefactor:.2f} meV")
print(f"ln(prefactor/kT) = {np.log(prefactor/KT):.3f}")
print(f"width, closed formula = {width_closed:.1f} nm")
print(f"width, full condition = {width:.1f} nm")
print(f"gap there by diagonalization = {gap_direct:.5f} meV")
print("width nm: gap in meV (diagonalization, condition, formula)")
for w, g1, g2, g3 in table:
    print(f"  {w:.0f}: {g1:.5f}, {g2:.5f}, {g3:.5f}")
print(f"edge velocity times hbar = {velocity:.1f} meV nm")
print(f"half splitting at kx = {k_test} 1/nm: {half_split:.4f} meV "
      f"(hyperbola {half_formula:.4f})")
print(f"bulk band edges = {bulk_low:.2f} and {bulk_high:.2f} meV")
distance = bulk_high - e_cross
print(f"crossing to upper bulk edge = {distance:.2f} meV "
      f"= {distance/KT*TEMPERATURE:.1f} K")
print(f"upper edge level to next strip level, kx=0 = "
      f"{next_level-high:.2f} meV")
for m in (-8.0, -12.0):
    print(f"width for M = {m} meV: {width_for_gap(KT, m=m):.1f} nm")
print(f"width for D = 0: {width_for_gap(KT, d=0.0):.1f} nm")
change = gap_condition(width - 10) / KT - 1
print(f"gap change if 10 nm narrower = {100*change:.1f} %")
print(f"thermal conductance at gap = kT: "
      f"{thermal_fraction(1.0):.3f} of 2e^2/h")
print(f"gap/kT for one tenth of 2e^2/h = {ratio_tenth:.2f}")
print(f"width for that gap at 1 K = {width_tenth:.1f} nm")
print(f"midgap amplitude decay length = {2*velocity/KT/1000:.2f} um")
print(f"midgap transmission of a 1 um long strip = {transmission:.3f}")
print(f"inversion asymmetry strength (rough) = {BIA} meV")
print("width nm: gap without; with, axis x (kx); with, 45 deg (kx)")
for w, g0, gx, gr in bia_rows:
    print(f"  {w:.1f}: {g0:.4f}; {gx[0]:.4f} meV ({gx[1]:.4f} 1/nm); "
          f"{gr[0]:.4f} meV ({gr[1]:.4f} 1/nm)")
print("OK")
```

It prints:

```
A = 364.5 meV nm, M = -10.0 meV
B = -686.0 meV nm^2, D = -512.0 meV nm^2
thermal energy kB*T at 1.0 K = 0.08617 meV
decay constant l1 = 0.7797 1/nm, 1/l1 = 1.28 nm
decay constant l2 = 0.01870 1/nm, 1/l2 = 53.5 nm
crossing energy = 7.464 meV
gap prefactor = 18.59 meV
ln(prefactor/kT) = 5.374
width, closed formula = 287.4 nm
width, full condition = 287.5 nm
gap there by diagonalization = 0.08617 meV
width nm: gap in meV (diagonalization, condition, formula)
  200: 0.45084, 0.45084, 0.44182
  250: 0.17438, 0.17438, 0.17348
  300: 0.06820, 0.06820, 0.06811
  400: 0.01050, 0.01050, 0.01050
edge velocity times hbar = 242.6 meV nm
half splitting at kx = 0.002 1/nm: 0.4876 meV (hyperbola 0.4871)
bulk band edges = -10.00 and 10.00 meV
crossing to upper bulk edge = 2.54 meV = 29.4 K
upper edge level to next strip level, kx=0 = 3.90 meV
width for M = -8.0 meV: 345.5 nm
width for M = -12.0 meV: 246.9 nm
width for D = 0: 215.6 nm
gap change if 10 nm narrower = 20.6 %
thermal conductance at gap = kT: 0.755 of 2e^2/h
gap/kT for one tenth of 2e^2/h = 5.89
width for that gap at 1 K = 193.9 nm
midgap amplitude decay length = 5.63 um
midgap transmission of a 1 um long strip = 0.969
inversion asymmetry strength (rough) = 1.6 meV
width nm: gap without; with, axis x (kx); with, 45 deg (kx)
  215.6: 0.3343; 0.2453 meV (0.0005 1/nm); 0.2453 meV (0.0005 1/nm)
  287.5: 0.0862; 0.0411 meV (0.0002 1/nm); 0.0411 meV (0.0002 1/nm)
  359.4: 0.0224; 0.0037 meV (0.0000 1/nm); 0.0037 meV (0.0000 1/nm)
OK
```
